# Cubic Rashba splitting of heavy-hole subbands from light-hole mixing, part 2

A heavy-hole subband in an asymmetric well grown along [001] splits in proportion to \(k^3\) at small in-plane wave vector \(k\). The model is the four-band Luttinger Hamiltonian \(H\), with parameters \(\gamma_1,\gamma_2,\gamma_3\) independent of \(z\), a real potential \(V(z)\) equal for heavy and light holes, and hard walls at \(z=0\) and \(z=d\). Strain, the split-off band and bulk inversion asymmetry are left out. Hole energies are counted upwards. The algebra uses atomic units, \(\hbar=m_0=e=1\); in ordinary units \(\beta\) below carries a factor \((\hbar^2/m_0)^2\).

At \(k=0\) the heavy-hole envelope \(h\) and the light-hole envelopes \(l\) are real, vanish at the walls, and obey \(H_Hh=E_hh\) and \(H_Ll=E_ll\). Here \(H_{H,L}=-a_{H,L}\partial_z^2+V\), with \(a_H=\frac12(\gamma_1-2\gamma_2)\) and \(a_L=\frac12(\gamma_1+2\gamma_2)\), so that \(a_L-a_H=2\gamma_2\). A prime denotes \(\partial_z\).

In the axial approximation the splitting is \(2|\beta|k^3\), with

\[
\beta=3\gamma_3\bar\gamma S,\qquad
S=\sum_l\frac{\langle l|h\rangle\langle l|h'\rangle}{E_h-E_l},\qquad
\bar\gamma=\tfrac12(\gamma_2+\gamma_3).
\]

Along [100] (0 deg) the factor \(\bar\gamma\) is replaced by \(\gamma_2\), and along [110] (45 deg) by \(\gamma_3\).

With \(k_\pm=k_x\pm ik_y\), \(k_z=-i\partial_z\) and states labelled by \(J_z\), the heavy-light couplings are the linear one,

\[
\langle\tfrac32|H|\tfrac12\rangle=-\sqrt3\,\gamma_3k_-k_z,\quad
\langle\tfrac12|H|-\tfrac12\rangle=0,\quad
\langle-\tfrac12|H|-\tfrac32\rangle=+\sqrt3\,\gamma_3k_-k_z, \tag{6}
\]

and the quadratic one, which joins \(\frac32\) to \(-\frac12\) and \(\frac12\) to \(-\frac32\),

\[
-\gamma_2(k_x^2-k_y^2)\frac{2\sqrt3}{4}-2\gamma_3k_xk_y\frac{2\sqrt3}{4i}
=-\frac{\sqrt3}{2}\,q,
\qquad
q=\gamma_2(k_x^2-k_y^2)-2i\gamma_3k_xk_y. \tag{7}
\]

Together they give the effective element \(W\) between \(|h,-\frac32\rangle\) and \(|h,\frac32\rangle\). With \(\delta=\frac12(\gamma_2-\gamma_3)\),

\[
W=3i\gamma_3S\,k_-\left(\bar\gamma k_-^2+\delta k_+^2\right), \tag{10}
\]

and the splitting is \(2|W|\).

### Which force produces the splitting

The mean force on a bound state is zero, which seems to leave no electric field for a Rashba effect. To see how \(S\) avoids this, define the light-hole response \(u\) by

\[
(E_h-H_L)u=h,\qquad u(0)=u(d)=0. \tag{13}
\]

Expanding \(u\) in the light-hole envelopes gives \(u=\sum_l l\,\langle l|h\rangle/(E_h-E_l)\), and hence \(S=\langle h'|u\rangle\). A single linear solve thus replaces the sum over subbands.

Multiply (13), written as \((E_h-V)u+a_Lu''=h\), by \(u'\), and integrate. The first term is

\[
\int_0^d(E_h-V)uu'\,dz=\tfrac12\int_0^d(E_h-V)(u^2)'\,dz=\tfrac12\int_0^dV'u^2\,dz,
\]

because \(u\) vanishes at the walls. The second is \(a_L\int u'u''\,dz=\frac12a_L[u'^2]_0^d\). The right side is \(\int u'h\,dz=-\int uh'\,dz=-S\). Therefore

\[
S=-\tfrac12G_u,\qquad
G_u=\int_0^dV'u^2\,dz+a_L\left[u'(d)^2-u'(0)^2\right]. \tag{14}
\]

The boundary term is the contribution of the hard walls to the mean potential gradient. If the walls are instead made smooth and included in \(V\), the same steps give no boundary term, and the whole of \(G_u\) is the mean of \(V'\).

Applying the same multiplication to \((E_h-H_H)h=0\), with \(h'\) as the factor, gives

\[
\int_0^dV'h^2\,dz+a_H\left[h'(d)^2-h'(0)^2\right]=0. \tag{15}
\]

The total mean gradient vanishes in \(h\), as it must. It need not vanish in \(u\), which is not an eigenstate of \(H_L\). Apart from a factor \(k^2\) and constants, \(u\) is the light-hole admixture made by the quadratic coupling (7). The splitting measures the unbalanced force in this part of the admixture, with the walls included. The field of the gate alone does not determine it.

### Weak uniform field

Let \(V=Fx\), with \(x=z-d/2\). Positive \(F\) pushes holes towards \(z=0\). For \(F=0\), heavy and light holes have the same envelopes,

\[
\phi_m=\sqrt{\frac2d}\sin\frac{m\pi z}{d},
\]

with energies \(a_H\varepsilon m^2\) and \(a_L\varepsilon m^2\), where \(\varepsilon=\pi^2/d^2\). Take \(h\) to be the lowest heavy-hole state. Two matrix elements are needed:

\[
D_m=\langle\phi_m|\phi_1'\rangle,\qquad x_m=\langle\phi_m|x|\phi_1\rangle .
\]

By parity both vanish for odd \(m\). For even \(m\), with \(t=\pi z/d\),

\[
D_m=\frac2d\int_0^\pi\sin mt\cos t\,dt
=\frac1d\left(\frac2{m+1}+\frac2{m-1}\right)=\frac{4m}{d(m^2-1)}. \tag{16}
\]

The commutator \([-\partial_z^2,x]=-2\partial_z\), taken between \(\phi_m\) and \(\phi_1\), gives \(\varepsilon(m^2-1)x_m=-2D_m\). Hence

\[
x_m=-\frac{2D_m}{\varepsilon(m^2-1)}=-\frac{8md}{\pi^2(m^2-1)^2}. \tag{17}
\]

Since \(x_1=0\), the energy \(E_h=a_H\varepsilon\) has no correction of first order in \(F\). To first order in \(F\), the envelope is

\[
h=\phi_1+F\sum_{m\ \rm even}c_m\phi_m,\qquad c_m=-\frac{x_m}{a_H\varepsilon(m^2-1)}. \tag{18}
\]

Next write \(u=u_0+Fu_1\) in (13). At zeroth order,

\[
u_0=\frac{\phi_1}{\varepsilon(a_H-a_L)}=-\frac{\phi_1}{2\gamma_2\varepsilon}.
\]

At first order, (13) reads \((a_H\varepsilon+a_L\partial_z^2)u_1=\sum c_m\phi_m+xu_0\). Its component along \(\phi_m\) gives

\[
u_1=\sum_{m\ \rm even}\frac{c_m-x_m/(2\gamma_2\varepsilon)}{\varepsilon(a_H-a_Lm^2)}\,\phi_m. \tag{19}
\]

Now \(S=\langle h'|u\rangle\). The zeroth-order term \(\langle\phi_1'|u_0\rangle\) vanishes by parity. The first-order part has two terms, one from the change of \(h\) and one from the change of \(u\). In the first, \(\langle\phi_m'|\phi_1\rangle=-D_m\), so that

\[
\frac SF=\sum_{m\ \rm even}D_m\left[\frac{c_m}{2\gamma_2\varepsilon}
+\frac{c_m-x_m/(2\gamma_2\varepsilon)}{\varepsilon(a_H-a_Lm^2)}\right].
\]

Inserting \(c_m\) and taking out the common factor,

\[
\frac SF=-\sum_{m\ \rm even}\frac{D_mx_m}{2\gamma_2a_H\varepsilon^2(m^2-1)}\;
\frac{(a_H-a_Lm^2)+2\gamma_2+a_H(m^2-1)}{a_H-a_Lm^2}.
\]

The numerator of the last fraction is \(2\gamma_2-(a_L-a_H)m^2=-2\gamma_2(m^2-1)\). It cancels both \(2\gamma_2\) and \(m^2-1\), and leaves

\[
\frac SF=-\sum_{m\ \rm even}\frac{D_mx_m}{a_H\varepsilon^2(a_Lm^2-a_H)}.
\]

From (16) and (17), \(D_mx_m=-32m^2/[\pi^2(m^2-1)^3]\). With \(\varepsilon^2=\pi^4/d^4\),

\[
\beta=\frac{96\gamma_3\bar\gamma}{\pi^6a_H}\,Fd^4
\sum_{m=2,4,\dots}\frac{m^2}{(m^2-1)^3(a_Lm^2-a_H)}. \tag{20}
\]

This form also holds in ordinary units, with \(a_H\) and \(a_L\) as pure numbers, since the factors \(\hbar^2/m_0\) cancel. It is valid at first order in \(F\), when the admixtures \(F|c_m|\) are small.

### Scaling and strong field

Put \(z=d\zeta\) in a uniform field. Both subband operators become \(d^{-2}\) times

\[
-a\,\partial_\zeta^2+Fd^3(\zeta-\tfrac12),
\]

with \(a=a_H\) or \(a_L\). Overlaps therefore depend on \(Fd^3\) alone. The derivative in \(S\) brings a factor \(1/d\), and the energy denominator brings \(d^2\), so

\[
\beta=d\,g(Fd^3), \tag{21}
\]

where the function \(g\) depends on the Luttinger parameters. The weak-field law \(Fd^4\) is the case of linear \(g\).

In a strong field the low states are pressed against the wall at \(z=0\) and do not reach the other wall. The length is then set by the field: \(z=F^{-1/3}\zeta\) turns each operator into \(F^{2/3}(-a\partial_\zeta^2+\zeta)\), apart from a constant common to both kinds of hole. The derivative in \(S\) grows as \(F^{1/3}\), but the denominators grow as \(F^{2/3}\). Hence

\[
\beta=C\,F^{-1/3}. \tag{22}
\]

A stronger field now reduces the coefficient, because the heavy-light separation grows faster than the envelope gradient.

To obtain \(C\), let \(-\alpha_n\) be the zeros of the Airy function, and set \(s=a^{1/3}\). The function \(\mathrm{Ai}(\zeta/s-\alpha_n)\) vanishes at \(\zeta=0\). Since \(\mathrm{Ai}''(y)=y\,\mathrm{Ai}(y)\), it satisfies the scaled equation with energy \(s\alpha_n\). Its norm follows from \((y\mathrm{Ai}^2-\mathrm{Ai}'^2)'=\mathrm{Ai}^2\), which gives \(\int_0^\infty\mathrm{Ai}^2(\zeta/s-\alpha_n)\,d\zeta=s\,\mathrm{Ai}'(-\alpha_n)^2\). The normalized states are

\[
\eta_n(\zeta;a)=\frac{\mathrm{Ai}(\zeta/s-\alpha_n)}{\sqrt s\,|\mathrm{Ai}'(-\alpha_n)|}.
\]

With \(h=\eta_1(\zeta;a_H)\) and \(l_n=\eta_n(\zeta;a_L)\),

\[
C=3\gamma_3\bar\gamma\sum_n
\frac{\langle l_n|h\rangle\langle l_n|\partial_\zeta h\rangle}{a_H^{1/3}\alpha_1-a_L^{1/3}\alpha_n}. \tag{23}
\]

In ordinary units the right side of (22) carries a factor \((\hbar^2/m_0)^{4/3}\).

### Worked example

Take the round model parameters \(\gamma_1=10\), \(\gamma_2=2.5\), \(\gamma_3=3.5\), with \(d=100\) Å and \(F=10^{-4}\) eV/Å. Then \(a_H=2.5\), \(a_L=7.5\) and \(\bar\gamma=3\).

The \(m=2\) term of (20) has the prefactor \(96\times3.5\times3/(2.5\pi^6)=0.4194\) and the summand \(4/(27\times27.5)=0.005387\). Their product is \(0.002259\). This is 99.2 % of the series, whose full value is \(\beta/(Fd^4)=0.002278\). With \(Fd^4=10^4\) eV Å³, the weak-field result is \(\beta=22.78\) eV Å³. The sum over states, without expansion in \(F\), gives 22.72 eV Å³, or 5.636 hartree bohr³.

The heavy-hole level lies at 0.01874 eV, and the first two light-hole levels lie at 0.05639 and 0.22562 eV. Their contributions to \(\beta\) arise differently:

- The first light-hole state has overlap 0.99977 with \(h\), but a gradient element of only \(-0.000571\) Å⁻¹. It contributes \(+27.74\) eV Å³.
- The second has the small overlap 0.02126 and the large gradient element 0.02665 Å⁻¹. It contributes \(-5.01\) eV Å³.

The ratio of the two can be checked from these numbers:

\[
\frac{0.02126\times0.02665/(-0.20688)}{0.99977\times(-0.000571)/(-0.03765)}=-0.181 .
\]

Keeping just the nearest light-hole subband would overestimate \(\beta\) by 22 % of its full value.

The mean force can be checked as well. At weak field \(\langle u|u\rangle=1/(4\gamma_2^2\varepsilon^2)\), so (14) gives

\[
\frac{G_u}{F\langle u|u\rangle}=-\frac{8\gamma_2^2\pi^4}{3\gamma_3\bar\gamma}\,\frac{\beta}{Fd^4}
=-\frac{8\times6.25\times97.41}{31.5}\times0.002278=-0.352 .
\]

The numerical value at the chosen field is \(-0.352\). In \(h\) the corresponding ratio is zero to numerical accuracy.

Mixing raises the in-plane mass from 0.080 to 0.095 \(m_0\).

Along [100] the cubic coefficient is \(3\gamma_3\gamma_2S=18.94\) eV Å³, and along [110] it is 26.51 eV Å³. At \(k=0.01\) Å⁻¹ along [100], the law gives \(2\times18.94\times10^{-6}=3.79\times10^{-5}\) eV. Full diagonalization compares with the cubic law as follows.

| \(k\) (Å⁻¹) | full (eV) | cubic (eV) |
|---|---|---|
| 0.002 | 3.042e-7 | 3.030e-7 |
| 0.005 | 4.852e-6 | 4.734e-6 |
| 0.010 | 4.174e-5 | 3.787e-5 |
| 0.020 | 4.145e-4 | 3.030e-4 |
| 0.030 | 9.912e-4 | 1.023e-3 |

Relative to the cubic law, the excess is 0.4 % in the first row, 10 % at 0.01 Å⁻¹ and 37 % at 0.02 Å⁻¹. At small \(k\), the deviation of \(\Delta E/k^3\) falls by a factor 4.02 when \(k\) is halved, as expected for a \(k^5\) correction. At 0.03 Å⁻¹ the full splitting is 3 % below the law. This near agreement follows a much larger deviation at smaller \(k\), and does not mean that the law is valid there.

The field dependence for the same well is as follows, with \(\beta\) in eV Å³.

| \(F\) (eV/Å) | \(\beta\) | weak law | strong law |
|---|---|---|---|
| 1e-4 | 22.7 | 22.8 | 791 |
| 1e-3 | 184.5 | 227.8 | 367.4 |
| 3e-3 | 240.3 | 683.4 | 254.7 |
| 1e-2 | 170.5 | 2278 | 170.5 |

The maximum is 244 eV Å³, at \(F=2.38\times10^{-3}\) eV/Å. By (21), at fixed Luttinger parameters the maximum value scales as \(d\), and the field at which it occurs as \(d^{-3}\). Near the maximum, a small change of field leaves \(\beta\) unchanged to first order. These fields are large: the maximum lies at 238 kV/cm, and the last row is 1 MV/cm, a drop of 1 eV across the well. In that row the lowest heavy-hole and light-hole levels lie 0.29 and 0.42 eV above the potential at the wall, comparable to or above valence-band offsets and split-off gaps of a few tenths of an eV. The \(F^{-1/3}\) regime is thus a property of the hard-wall four-band model, and a real well of this width need not reach it. The remaining values are in the numerical output.

### Use and limits

The product \(\langle l|h\rangle\langle l|h'\rangle\) does not depend on the signs chosen for the envelopes, so eigenvectors from a numerical routine can be used as they come. If the well is symmetric apart from the uniform field, reversing \(F\) mirrors the potential, which reverses the sign of \(\beta\) but not the size of the splitting. In a well with a built-in asymmetry, the size generally changes too.

The perturbative result fails when a light-hole level approaches \(E_h\), because the denominator in \(S\) becomes small. The heavy-hole and light-hole states must then be diagonalized together. It also fails when \(k\) is large enough for the \(k^5\) term to matter. In the example that correction reaches a tenth of the law at \(kd=1\).

A uniform energy offset \(\Delta\) between light and heavy holes, such as biaxial strain can produce, is included by replacing \(E_l\) with \(E_l+\Delta\) in \(S\). Equation (14) keeps its form if \(\Delta\) is also added to \(H_L\) in (13). The closed results (20) to (23) do not include such an offset, and its effect is large. In the example, \(\Delta=0.03\) eV lowers \(\beta\) at \(F=10^{-4}\) eV/Å from 22.7 to 11.1 eV Å³, and \(\Delta=0.06\) eV lowers the maximum from 244 to 108 eV Å³ and moves it to about \(6\times10^{-3}\) eV/Å.

The numbers also depend on two idealizations of the model. Adding a split-off band 0.3 eV above the band edge lowers the [100] coefficient of the example by 3 % at \(F=10^{-4}\) eV/Å, 7 % at the maximum and 15 % at \(10^{-2}\) eV/Å; for a gap of 0.044 eV the reductions are 13, 23 and 31 %. Replacing the hard walls by barriers of 0.4 eV, equal for both kinds of hole, changes \(\beta\) from 22.7 to about 26 eV Å³ at \(10^{-4}\) eV/Å and from 184.5 to about 163 eV Å³ at \(10^{-3}\) eV/Å.

If the Luttinger parameters vary with \(z\), as at a real heterointerface, \(k_z\) no longer commutes with them. Additional interface terms then appear, and (10) is incomplete. For other growth directions, the couplings (6) and (7) must be derived again.

## Numbers as computed

```
gamma1, gamma2, gamma3 = 10.0, 2.5, 3.5
gbar, delta = 3.0, -0.5
aH, aL = 2.5, 7.5 (atomic units)
masses along z: HH 0.2000, LH 0.0667 m0
width d = 100.0 angstrom, F = 0.0001 eV/angstrom
E_h = 0.01874 eV
l, E_l (eV), <l|h>, <l|dh/dz> (1/angstrom), part of beta (eV angstrom^3)
1  0.05639  0.999774  -0.000571  27.7433
2  0.22562  0.021263  0.026650  -5.0097
3  0.50764  0.000228  0.001365  -0.0012
4  0.90247  0.000342  0.010684  -0.0076
beta, all l = 22.725 eV angstrom^3
beta, all l = 5.636 hartree bohr^3
coefficient at 0 deg = 18.937 eV angstrom^3
coefficient at 45 deg = 26.512 eV angstrom^3
in-plane mass = 0.09545 m0
in-plane mass without mixing = 0.08000 m0
mean total dV/dz in h, over F = 4.8e-06
mean total dV/dz in normalized u, over F = -0.3522
weak-field beta/(F d^4) = 2.277911e-03 (no unit)
share of m=2 in series = 0.99185
weak-field beta at F = 22.779 eV angstrom^3
ratio of k^5 deviations, k=0.004 to 0.002 1/angstrom: 4.020
k (1/angstrom), full splitting (eV), cubic law (eV), at 0 deg
0.002  3.0419e-07  3.0299e-07
0.005  4.8519e-06  4.7343e-06
0.010  4.1735e-05  3.7874e-05
0.020  4.1446e-04  3.0299e-04
0.030  9.9123e-04  1.0226e-03
strong-field constant C = 2.4500 (atomic units)
F (eV/angstrom), beta, weak law, strong law (eV angstrom^3)
1e-05  2.278  2.278  1705.163
1e-04  22.725  22.779  791.466
3e-04  66.895  68.337  548.772
1e-03  184.499  227.791  367.366
3e-03  240.296  683.373  254.717
1e-02  170.492  2277.911  170.516
3e-02  118.226  6833.733  118.229
maximum of beta = 244.323 eV angstrom^3
field at maximum = 2.383e-03 eV/angstrom
```
